# Spin-Summed Propagators, Singlet Walkers and UHF Trial States

## 1. Two electrons on two sites

Let $a^\dagger_\sigma$ and $b^\dagger_\sigma$ create an electron of spin $\sigma$ in two orthonormal orbitals. Put both electrons, with opposite spins, into the same orbital with coefficients $(u,v)$:

$$
\begin{aligned}
|\phi\rangle&=(u\,a^\dagger_\uparrow+v\,b^\dagger_\uparrow)(u\,a^\dagger_\downarrow+v\,b^\dagger_\downarrow)|0\rangle\\
&=\big[u^2a^\dagger_\uparrow a^\dagger_\downarrow+v^2b^\dagger_\uparrow b^\dagger_\downarrow+uv\,(a^\dagger_\uparrow b^\dagger_\downarrow-a^\dagger_\downarrow b^\dagger_\uparrow)\big]|0\rangle .
\end{aligned}\tag{1}
$$

The minus sign comes from $b^\dagger_\uparrow a^\dagger_\downarrow=-a^\dagger_\downarrow b^\dagger_\uparrow$. All three terms are singlets. A one-body transformation that applies the same matrix to the orbital coefficients of both spins changes $u$ and $v$, even to complex values, but keeps the form (1).

The simplest unrestricted Hartree–Fock (UHF) determinant puts the up electron on one site and the down electron on the other:

$$
a^\dagger_\uparrow b^\dagger_\downarrow|0\rangle=\tfrac12(a^\dagger_\uparrow b^\dagger_\downarrow-a^\dagger_\downarrow b^\dagger_\uparrow)|0\rangle+\tfrac12(a^\dagger_\uparrow b^\dagger_\downarrow+a^\dagger_\downarrow b^\dagger_\uparrow)|0\rangle .\tag{2}
$$

The first part is a singlet and the second a triplet, each with weight $\tfrac12$. In an overlap with (1) the triplet part gives zero. In an auxiliary-field simulation, a walker is a determinant such as (1) that is propagated by randomly sampled one-body fields and is measured through its overlap with a fixed trial state. With (2) as the trial, the UHF state is still contaminated, but the walker (1) cannot see the contamination.

Now let a field act oppositely on the two spins: up coefficients become $(e^{\gamma}u,e^{-\gamma}v)$ and down coefficients $(e^{-\gamma}u,e^{\gamma}v)$. The terms in $u^2$ and $v^2$ are unchanged, and the last term of (1) becomes

$$
uv\,(e^{2\gamma}a^\dagger_\uparrow b^\dagger_\downarrow-e^{-2\gamma}a^\dagger_\downarrow b^\dagger_\uparrow)|0\rangle .\tag{3}
$$

Its triplet part is $uv\sinh 2\gamma\,(a^\dagger_\uparrow b^\dagger_\downarrow+a^\dagger_\downarrow b^\dagger_\uparrow)|0\rangle$. It cancels in the average over $+\gamma$ and $-\gamma$, but not in either sample. A field coupled to the local spin density, with opposite signs on the two sites, therefore spoils the singlet whenever $uv\ne0$. With equal signs on both sites the up and down factors cancel and (1) is unchanged. The next sections show that fields coupled to spin-summed operators keep it.

## 2. Spin-summed operators commute with total spin

Take $M$ real orthonormal spatial orbitals with operators $a^\dagger_{p\sigma}$, $a_{p\sigma}$, and define

$$
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad \hat A=\sum_{pq}A_{pq}E_{pq},\qquad B=e^{\hat A},\tag{4}
$$

where $A$ is any complex $M\times M$ matrix. Anticommuting $a^\dagger_{r\sigma}$ or $a_{r\sigma}$ through the pair in $E_{pq}$ leaves one contraction:

$$
[E_{pq},a^\dagger_{r\sigma}]=\delta_{qr}a^\dagger_{p\sigma},\qquad [E_{pq},a_{r\sigma}]=-\delta_{pr}a_{q\sigma}.\tag{5}
$$

For example, $a_{q\sigma'}a^\dagger_{r\sigma}=\delta_{qr}\delta_{\sigma\sigma'}-a^\dagger_{r\sigma}a_{q\sigma'}$. Multiplying by $a^\dagger_{p\sigma'}$ from the left and moving $a^\dagger_{r\sigma}$ to the front, with a second sign change, gives the first relation.

The spin-raising operator is $S_+=\sum_r a^\dagger_{r\uparrow}a_{r\downarrow}$. By the product rule and (5),

$$
[E_{pq},S_+]=\sum_r\big(\delta_{qr}a^\dagger_{p\uparrow}a_{r\downarrow}-\delta_{pr}a^\dagger_{r\uparrow}a_{q\downarrow}\big)=a^\dagger_{p\uparrow}a_{q\downarrow}-a^\dagger_{p\uparrow}a_{q\downarrow}=0 .\tag{6}
$$

Since $E_{pq}^\dagger=E_{qp}$, the adjoint of (6) gives $[E_{pq},S_-]=0$. The same calculation with equal spins shows that $E_{pq}$ commutes with the number of electrons of each spin, hence with $S_z$. In units of $\hbar=1$,

$$
S^2=S_z^2+\tfrac12(S_+S_-+S_-S_+)=S_-S_++S_z(S_z+1),\tag{7}
$$

where $[S_+,S_-]=2S_z$ was used. Therefore $[E_{pq},S^2]=0$. Every power of $\hat A$ then commutes with $S^2$, and so does the exponential series:

$$
[B,S^2]=[B,S_z]=[B,S_\pm]=0 .\tag{8}
$$

Hermiticity and unitarity of $B$ were not used, so (8) holds for real-time, imaginary-time and complex-field propagators.

## 3. What the propagator does to a determinant

Let the columns of $\Phi_\sigma$ hold the occupied orbitals of spin $\sigma$. To find how $B$ acts, define $a^\dagger_{r\sigma}(t)=e^{t\hat A}a^\dagger_{r\sigma}e^{-t\hat A}$. Equation (5) gives

$$
\frac{d}{dt}a^\dagger_{r\sigma}(t)=e^{t\hat A}[\hat A,a^\dagger_{r\sigma}]e^{-t\hat A}=\sum_p A_{pr}\,a^\dagger_{p\sigma}(t).\tag{9}
$$

The solution with the right value at $t=0$ is $a^\dagger_{r\sigma}(t)=\sum_p(e^{tA})_{pr}a^\dagger_{p\sigma}$. Insert $B^{-1}B$ between the creation operators of the determinant and use $B|0\rangle=|0\rangle$. The orbital $\sum_r(\Phi_\sigma)_{ri}a^\dagger_{r\sigma}$ becomes $\sum_p(e^A\Phi_\sigma)_{pi}a^\dagger_{p\sigma}$, so

$$
B\,|\Phi_\uparrow,\Phi_\downarrow\rangle=|e^A\Phi_\uparrow,\,e^A\Phi_\downarrow\rangle .\tag{10}
$$

This is the Thouless theorem in the form needed here. If $\Phi_\uparrow=\Phi_\downarrow=\Phi$ at the start, the two matrices remain equal, and one matrix per walker suffices.

To see which determinants are singlets, take $n$ electrons of each spin, so that $S_z=0$ and $S^2=S_-S_+$. Then

$$
\begin{aligned}
S_-S_+&=\sum_{pq}a^\dagger_{p\downarrow}a_{p\uparrow}a^\dagger_{q\uparrow}a_{q\downarrow}\\
&=N_\downarrow-\sum_{pq}a^\dagger_{p\downarrow}a_{q\downarrow}\,a^\dagger_{q\uparrow}a_{p\uparrow}.
\end{aligned}\tag{11}
$$

Here $a_{p\uparrow}a^\dagger_{q\uparrow}=\delta_{pq}-a^\dagger_{q\uparrow}a_{p\uparrow}$ was inserted, and $a_{q\downarrow}$ was moved past a pair of up operators, which costs no sign.

We need (11) between a trial determinant $\Psi$ and a walker $\Phi$. For one spin, contracting each trial orbital with each walker orbital gives a signed sum over permutations, so $\langle\Psi_\sigma|\Phi_\sigma\rangle=\det(\Psi_\sigma^\dagger\Phi_\sigma)$. Replace $\Phi_\sigma$ by $e^{tA}\Phi_\sigma$ and differentiate the logarithm at $t=0$, using $d\ln\det X=\mathrm{Tr}(X^{-1}dX)$:

$$
\sum_{pq}A_{pq}\frac{\langle\Psi_\sigma|a^\dagger_{p\sigma}a_{q\sigma}|\Phi_\sigma\rangle}{\langle\Psi_\sigma|\Phi_\sigma\rangle}
=\mathrm{Tr}\big[(\Psi_\sigma^\dagger\Phi_\sigma)^{-1}\Psi_\sigma^\dagger A\Phi_\sigma\big].\tag{12}
$$

Since $A$ is arbitrary, the mixed average of $a^\dagger_{p\sigma}a_{q\sigma}$ is

$$
(Q_\sigma)_{qp},\qquad Q_\sigma=\Phi_\sigma(\Psi_\sigma^\dagger\Phi_\sigma)^{-1}\Psi_\sigma^\dagger .\tag{13}
$$

Matrix elements between these determinants factor into an up part and a down part. Equation (11) therefore gives

$$
\frac{\langle\Psi|S^2|\Phi\rangle}{\langle\Psi|\Phi\rangle}=n-\mathrm{Tr}(Q_\uparrow Q_\downarrow).\tag{14}
$$

For the expectation value in the walker itself, set $\Psi_\sigma=\Phi_\sigma$ with orthonormal columns. Then $Q_\sigma=\Phi_\sigma\Phi_\sigma^\dagger$ and

$$
\langle S^2\rangle=n-\|\Phi_\uparrow^\dagger\Phi_\downarrow\|^2=n-\sum_{i=1}^n\|Q_\downarrow\phi_{i\uparrow}\|^2,\tag{15}
$$

where the first norm is the Frobenius norm. Each term in the last sum is the squared length of a projected unit vector. It is at most one, and equals one when $\phi_{i\uparrow}$ lies in the occupied down space. Thus $\langle S^2\rangle=0$ if and only if the two occupied spaces coincide. In that case $\|S_+\Phi\|^2=\langle S_-S_+\rangle=0$, so the determinant is an exact singlet, not merely a state with zero average.

The matrix $e^A$ has the inverse $e^{-A}$. By (10), equal spaces stay equal and unequal spaces stay unequal. A closed-shell walker remains a singlet for every field sample, while a UHF-started walker does not become a singlet after any finite number of steps. Its $\langle S^2\rangle$ may still change, because a non-unitary $B$ changes the relative norms of its spin components.

There is a high-spin counterpart. If the occupied down space lies inside the occupied up space, $S_+$ would move a down electron into an up orbital already filled, so it gives zero. Equation (7) then yields $S=S_z$, and (10) preserves the inclusion.

## 4. Fields that preserve the singlet

With $(pq|rs)$ the Coulomb integrals, anticommutation gives

$$
\sum_{\sigma\sigma'}a^\dagger_{p\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}a_{q\sigma}=E_{pq}E_{rs}-\delta_{qr}E_{ps}.\tag{16}
$$

The spin-free electronic Hamiltonian, with one-electron integrals $h_{pq}$ and nuclear repulsion $E_{\rm nuc}$, is therefore

$$
\begin{aligned}
H&=E_{\rm nuc}+\sum_{pq}K_{pq}E_{pq}+\tfrac12\sum_\gamma\hat L_\gamma^2,\\
K_{pq}&=h_{pq}-\tfrac12\sum_r(pr|rq),\qquad \hat L_\gamma=\sum_{pq}L^\gamma_{pq}E_{pq}.
\end{aligned}\tag{17}
$$

The factors obey $(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}$. They can be chosen real, because the integrals form a positive semidefinite matrix in the pair indices: its quadratic form is the Coulomb self-energy of a charge distribution. They are then symmetric, because $(pq|rs)=(qp|rs)=(pq|sr)$ for real orbitals gives $\sum_\gamma(L^\gamma_{pq}-L^\gamma_{qp})^2=0$. Each $\hat L_\gamma$ is Hermitian, so the Gaussian integral may be evaluated for each of its eigenvalues:

$$
e^{-\tau\hat L_\gamma^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2}\,e^{i\sqrt\tau\,x\hat L_\gamma}.\tag{18}
$$

For a short time $\tau$, one sampled step is

$$
e^{-\tau\hat K/2}\exp\Big(i\sqrt\tau\sum_\gamma x_\gamma\hat L_\gamma\Big)e^{-\tau\hat K/2},\qquad \hat K=\sum_{pq}K_{pq}E_{pq}.\tag{19}
$$

Its average differs from the exact short-time propagator $e^{-\tau(H-E_{\rm nuc})}$ by commutator terms of order $\tau^2$ per step; the omitted factor $e^{-\tau E_{\rm nuc}}$ is a number and cancels in ratios. This affects the energy but not the spin, since every factor in (19) has the form $B$.

Two common modifications are equally harmless. Mean-field subtraction uses $\tfrac12\hat L_\gamma^2=\tfrac12(\hat L_\gamma-\bar v_\gamma)^2+\bar v_\gamma\hat L_\gamma-\tfrac12\bar v_\gamma^2$ with a number $\bar v_\gamma$. A force bias shifts $x_\gamma$ by another number and changes the scalar weight. Both spins still receive the same matrix.

The on-site repulsion $Un_\uparrow n_\downarrow$ with $U>0$ shows that the choice of fields matters. From $n_\sigma^2=n_\sigma$ and $n=n_\uparrow+n_\downarrow$,

$$
n_\uparrow n_\downarrow=\tfrac12n-\tfrac12(n_\uparrow-n_\downarrow)^2=\tfrac12(n-1)+\tfrac12(n-1)^2 .\tag{20}
$$

Both squared quantities have eigenvalues $0$ and $1$, so two-valued fields suffice:

$$
\begin{aligned}
e^{-\tau Un_\uparrow n_\downarrow}&=e^{-\tau Un/2}\,\tfrac12\sum_{x=\pm1}e^{\gamma_s x(n_\uparrow-n_\downarrow)},&\cosh\gamma_s&=e^{\tau U/2},\\
e^{-\tau Un_\uparrow n_\downarrow}&=e^{-\tau U(n-1)/2}\,\tfrac12\sum_{x=\pm1}e^{i\gamma_c x(n-1)},&\cos\gamma_c&=e^{-\tau U/2}.
\end{aligned}\tag{21}
$$

The averages are identical. The charge form keeps every singlet walker a singlet; the spin form can produce terms like the triplet term in (3) when the signs $x$ differ from site to site (it acts only on components with singly occupied sites, the analogue of $uv\ne0$), while a sample with the same sign on all sites acts as $e^{2\gamma_s xS_z}$ and leaves a singlet unchanged. The price of the charge form for $U>0$ is a complex field factor.

## 5. Why the UHF contamination drops out

Let $P_0$ project onto singlets, let $\phi$ be a singlet walker, and let $O$ be a product or sum of spin-summed operators. Since $P_0\phi=\phi$ and $[O,P_0]=0$,

$$
\langle\Psi|O|\phi\rangle=\langle\Psi|OP_0|\phi\rangle=\langle\Psi|P_0O|\phi\rangle=\langle P_0\Psi|O|\phi\rangle .\tag{22}
$$

Choosing $O=1$, $\hat L_\gamma$ and $H$ gives the overlap, the ingredients of the force bias, and the numerator of the local energy. Hence, whenever $\langle P_0\Psi|\phi\rangle\ne0$,

$$
\frac{\langle\Psi|H|\phi\rangle}{\langle\Psi|\phi\rangle}=\frac{\langle P_0\Psi|H|\phi\rangle}{\langle P_0\Psi|\phi\rangle}.\tag{23}
$$

For these walkers a single UHF determinant does the work of its spin-projected state, although that state is generally a sum of many determinants. A phaseless constraint built from overlap ratios and force biases also becomes the constraint of $P_0\Psi$, provided the same mean-field shifts $\bar v_\gamma$ are used; shifts taken as averages of $\hat L_\gamma$ in the trial itself are not covered by (22) and can differ between $\Psi$ and $P_0\Psi$. The constraint can still bias the energy, because $P_0\Psi$ is in general not the ground state.

The determinant formula (14) confirms the filtering. For $\Phi_\uparrow=\Phi_\downarrow=\Phi$,

$$
Q_\uparrow Q_\downarrow=\Phi(\Psi_\uparrow^\dagger\Phi)^{-1}(\Psi_\uparrow^\dagger\Phi)(\Psi_\downarrow^\dagger\Phi)^{-1}\Psi_\downarrow^\dagger=Q_\downarrow .\tag{24}
$$

By cyclicity $\mathrm{Tr}\,Q_\downarrow=\mathrm{Tr}\,\mathbf 1_n=n$, so the mixed $S^2$ is zero for each walker, however contaminated $\Psi$ may be.

Equation (22) does not cover spin-dependent observables. In the two-site case, $n_{a\uparrow}-n_{a\downarrow}$ turns the covalent singlet in (1) into $uv(a^\dagger_\uparrow b^\dagger_\downarrow+a^\dagger_\downarrow b^\dagger_\uparrow)|0\rangle$. With the trial (2), its mixed estimate is $uv/uv=1$, although the spin density of a singlet is zero. The triplet part of the trial has re-entered through the observable.

## 6. Starting from UHF instead

Let $|k\rangle$ be common eigenstates of $H$ and $S^2$, with energies $E_k$ and spins $S_k$. If the UHF state serves as both start and trial, with weights $w_k=|\langle k|\Psi\rangle|^2$, then after imaginary time $\beta$

$$
S^2_{\rm mix}(\beta)=\frac{\sum_kw_kS_k(S_k+1)e^{-\beta E_k}}{\sum_kw_ke^{-\beta E_k}} .\tag{25}
$$

Suppose the ground state is a nondegenerate singlet $S$, and the lowest contaminating state is a nondegenerate triplet $T$, both with nonzero weight. With $\Delta=E_T-E_S$, the leading term at large $\beta$ is

$$
S^2_{\rm mix}(\beta)\simeq 2\,\frac{w_T}{w_S}\,e^{-\beta\Delta}.\tag{26}
$$

The contamination of the ensemble thus disappears through energy projection, slowly if $\Delta$ is small. If a triplet lies lowest and has nonzero weight, the UHF start leads to it instead. A closed-shell start leads to the lowest singlet with which it overlaps, even when that is not the ground state.

## 7. A hydrogen chain

Consider a linear H$_4$ chain with 3.0 bohr between neighbours, in the STO-6G basis. Full configuration interaction (CI) diagonalizes $H$ within this basis. It does not correct the error of the finite basis, and it leaves out nuclear motion and relativity. The numbers below belong to this minimal basis and are not converged properties of H$_4$: in cc-pVDZ the full-CI singlet lies 0.116 hartree lower, the singlet–triplet gap changes from 1.50 to 1.44 eV, and the UHF $\langle S^2\rangle$ changes from 1.43 to 1.25. RHF denotes the closed-shell restricted Hartree–Fock determinant, with $\Phi_\uparrow=\Phi_\downarrow$. The energies in hartree are:

| State | Energy |
|---|---:|
| RHF | −1.79556 |
| UHF | −1.93362 |
| Spin-projected UHF | −1.97768 |
| Full CI, lowest singlet | −1.98791 |
| Full CI, lowest triplet | −1.93267 |

The UHF weights for $S=0,1,2$ are 0.4434, 0.4768 and 0.0798, so

$$
\langle S^2\rangle=2(0.4768)+6(0.0798)=1.432 .\tag{27}
$$

More than half of this trial state is not singlet. The next table uses it as the trial for two starts and propagates deterministically, without field sampling. Energies are in hartree and $\beta$ is in inverse hartree.

| $\beta$ | $E$, RHF start | $E$, UHF start | $S^2_{\rm mix}$, UHF start |
|---:|---:|---:|---:|
| 0 | −1.96440 | −1.93362 | 1.4325 |
| 1 | −1.97813 | −1.93946 | 1.3482 |
| 5 | −1.98905 | −1.95275 | 1.0692 |
| 20 | −1.98817 | −1.97298 | 0.5177 |
| 50 | −1.98791 | −1.98458 | 0.1202 |
| 100 | −1.98791 | −1.98769 | 0.0080 |

For the RHF start the mixed $S^2$ vanishes throughout, to rounding error. At $\beta=50$ its energy agrees with the full-CI singlet to about $4\times10^{-6}$ hartree, while the UHF start is still 0.0033 hartree too high.

At $\beta=5$ the RHF-start energy lies 0.0011 hartree below full CI. This does not violate the variational principle, because trial and start differ. With $c_k=\langle\Psi|k\rangle\langle k|\Phi_{\rm RHF}\rangle$,

$$
E_{\rm mix}(\beta)-E_0=\frac{\sum_kc_k(E_k-E_0)e^{-\beta(E_k-E_0)}}{\sum_kc_ke^{-\beta(E_k-E_0)}} .\tag{28}
$$

The products $c_k$ can have either sign, so the estimate can approach from below. For the UHF start they are the nonnegative weights $w_k$, and the estimate cannot fall below $E_0$.

The singlet–triplet gap is $\Delta=0.05524$ hartree, or 1.503 eV. With $w_S=0.4245$ and $w_T=0.4295$, (26) predicts at $\beta=200$

$$
S^2_{\rm mix}\simeq2\,\frac{0.4295}{0.4245}\,e^{-200(0.055245)}=3.22\times10^{-5},\tag{29}
$$

in agreement with the direct propagation.

An unconstrained field simulation with 20,000 RHF-started walkers, 20 steps of 0.05 inverse hartree and the UHF trial gives $-1.97824\pm0.00010$ hartree. The deterministic value at the same $\beta=1$ is $-1.97813$ hartree; the difference is about one standard error. Five of these walkers were expanded in the full Fock space. They are singlets to rounding error, and replacing the UHF trial by its singlet projection changes their local energies by no more than about $10^{-15}$ hartree.

Five UHF-started walkers, driven by the same fields as those five, have $\langle S^2\rangle$ between 1.14 and 1.17 at the end. For one of them the real part of the local energy is −1.9359 hartree with the UHF trial and −1.9753 hartree with the projected trial. The equivalence (23) thus need not hold when the walker is not a singlet.

Finally, take the symmetrically (Löwdin) orthogonalized atomic orbitals as the sites, and apply the on-site fields (21) to the RHF determinant with $\tau U=0.2$, for which $\gamma_s=0.4547$ and $\gamma_c=0.4398$. The spin-field sample with signs $+,-,+,-$ along the chain has $\langle S^2\rangle=1.039$ after one application. All 16 charge-field samples remain singlets to rounding error, as does the average over the 16 spin-field samples. The numerical check builds the operators explicitly and compares them with the determinant formulas.

## Numbers as computed

```
H4 chain, STO-6G, spacing = 3.0 bohr, orbitals = 4
Fock dimension = 256, N=4 S_z=0 sector dimension = 36
largest commutator element, E_pq with S2,S+,Sz = 0.0e+00
largest element of [n_up-n_dn on one site, S2] = 2.000
E(RHF) = -1.795555 hartree
E(UHF) = -1.933615 hartree
E(singlet-projected UHF) = -1.977683 hartree
E(full CI, lowest singlet) = -1.987911 hartree
E(full CI, lowest triplet) = -1.932666 hartree
singlet-triplet gap = 0.055245 hartree = 1.5033 eV
<S2> of UHF = 1.43249
UHF weights S=0,1,2 = 0.44340, 0.47678, 0.07982
UHF weight on lowest singlet = 0.42453, lowest triplet = 0.42947
Mixed estimators with UHF trial (beta in 1/hartree, E in hartree):
  beta   E, RHF start   E, UHF start   S2, UHF start
     0      -1.964400      -1.933615       1.432490
     1      -1.978129      -1.939458       1.348206
     5      -1.989049      -1.952746       1.069245
    20      -1.988168      -1.972984       0.517678
    50      -1.987915      -1.984584       0.120163
   100      -1.987911      -1.987689       0.008036
S2, UHF start, beta=200: 3.2178e-05, law 3.2178e-05
Field run: walkers = 20000, tau = 0.05 1/hartree, steps = 20
number of fields per step = 10
E mixed, field run = -1.97824 +- 0.00010 hartree
E mixed, deterministic at same beta = -1.97813 hartree
largest |S2 phi|/|phi|, 5 RHF-started walkers = 1.9e-16
<S2> of 5 UHF-started walkers = 1.1620, 1.1700, 1.1541, 1.1586, 1.1413
largest local-energy change, UHF to projected trial, RHF-started = 1.3e-15 hartree
UHF-started walker 1, Re local energy: UHF trial = -1.93587, projected = -1.97531 hartree
Discrete fields, tau*U = 0.2: spin gamma = 0.45470, charge gamma = 0.43980
<S2> of one spin-field walker, fields +-+- = 1.03924
largest |S2 phi|/|phi|, 16 charge-field walkers = 2.8e-16
|S2 phi|/|phi| of the spin-field average = 3.1e-16
```
